Reading potential disorder from the width of the interface-trap conductance peak, part 1

(Sections cited here and not found follow in the second part.)

## 1. First derivation: average the admittance

In a model germanium MOS capacitor at 200 K, a small alternating surface potential makes interface traps turn part of the supplied energy into heat. With the amplitude of this potential held fixed, the loss per cycle plotted against frequency is a peak 2.44 decades wide at half its height. The same traps under a perfectly uniform surface potential would give a peak 1.46 decades wide. The difference comes from a potential that varies along the interface with a standard deviation of 30 mV. If the number of traps is doubled while this variation and the alternating amplitude at the surface are held fixed, the peak becomes twice as high and its width does not change. At a fixed gate voltage this would not be exact, because the oxide takes up part of the voltage; its effect has to be removed from the measured admittance first. Two questions follow: how the width encodes the 30 mV, and why the trap density drops out of it.

**One patch of interface**

The semiconductor is n-type and in depletion. Let q > 0 be the elementary charge, T the temperature and ψ the surface potential, counted positive when it attracts electrons. The electron density at the surface is n, taken as nondegenerate, so that n is proportional to exp(qψ/kT). The conduction electrons stay in equilibrium with the bulk during the alternating signal.

A trap at energy E is occupied with probability F. It captures an electron at the rate cn when empty and emits one at the rate e when full:

dF/dt = cn(1 − F) − eF.

The capture coefficient c is a cross-section times a velocity. The emission rate e depends on the depth of the trap below the band edge. Since trap and band edge move together when ψ changes, e stays constant. Exchange with the valence band is neglected.

In equilibrium F = f and n = n₀, so that

e = cn₀(1 − f)/f.

Now let ψ change by δψ exp(iωt), with qδψ much smaller than kT. Then n changes by n₀qδψ/kT, and to first order

iω δf = cn₀(1 − f) qδψ/kT − (cn₀ + e) δf.

The balance condition simplifies the last bracket:

cn₀ + e = cn₀[1 + (1 − f)/f] = cn₀/f.

With the capture time τ = 1/(cn₀), multiplication of the linear equation by fτ gives

iωτf δf = f(1 − f) qδψ/kT − δf,

and therefore

δf = f(1 − f)(qδψ/kT)/(1 + iωτf).

Let D be the number of traps per area and energy. A rise of ψ fills traps, and the gate side supplies the compensating positive charge, q per captured electron. The trap admittance per area is therefore

Y = iωq ∫ D (δf/δψ) dE.

For D constant over the few kT around the Fermi level E_F that matter, the integral can be done with f as the variable. From f = 1/{1 + exp[(E − E_F)/kT]} one finds df/dE = −f(1 − f)/kT, so

dE = −kT df/[f(1 − f)].

As E rises from far below to far above the Fermi level, f falls from 1 to 0. The minus sign reverses the limits, and the factor f(1 − f) cancels:

Y = iωq²D ∫₀¹ df/(1 + iωτf) = (q²D/τ) ln(1 + iωτ).

The real part of the logarithm is ½ ln(1 + ω²τ²). The parallel conductance Gp = Re Y thus obeys

Gp/ω = q²D ln(1 + ω²τ²)/(2ωτ).

The quantity q²D is a capacitance per area. If D is stated per eV, its value is q times the stated number, in farads per area. It is convenient to write u = ln(ωτ) and

L(u) = ln(1 + e²ᵘ)/(2eᵘ), so that Gp/ω = q²D L(u).

At low frequency L approaches eᵘ/2: the traps nearly follow the signal, and the loss is proportional to the small lag. At high frequency L approaches ue⁻ᵘ, because there is too little time for exchange. The maximum is 0.402, at ωτ = 1.98.

**Many patches**

Suppose that the interface consists of patches, each large enough to have its own well-defined surface potential. Let v be the offset of the local potential from its mean, in units of kT/q. A patch with v > 0 has more electrons by the factor eᵛ and a capture time shorter by the same factor:

τ(v) = τ₀e⁻ᵛ,

where τ₀ belongs to the mean potential. Let v have the Gaussian distribution

N(v) = exp(−v²/2σ²)/[σ√(2π)], σ = qσ_ψ/kT,

where σ_ψ is the standard deviation of the potential in volts.

If all patches carry the same alternating potential δψ, their currents add, and the admittance per area is the area average. This assumption is examined in the second half. The density D must now be constant over a wider range, because the Fermi level lies at a different distance from the band edge in each patch. In the germanium example below, this range is about 8kT, or 0.14 eV, on either side of the mean Fermi level. If D vanished outside it, the area under the peak would fall by 0.3% and its width by 0.002 decade, but its variance, which depends on the tails, would fall from 6.50 to 6.38. With s = ln(ωτ₀), a patch sees ln[ωτ(v)] = s − v, hence

Gp/ω = q²D g(s), g(s) = ∫ N(v) L(s − v) dv.

This is a convolution on a logarithmic frequency axis. The density D multiplies the whole curve, τ₀ shifts it sideways, and σ alone sets its shape.

The linearisation and the averages can be checked against the original rate equation. It was solved for its periodic state under a sinusoidal potential of amplitude 0.02 kT/q, over a range of trap energies and patches with σ = 1.5. At ωτ₀ = 0.5, 3 and 12 the loss agreed with the convolution to a relative 4 × 10⁻⁵.

**Area, mean and variance**

To extract σ, form the transform of the uniform line,

M(k) = ∫ L(u)eᵏᵘ du, |k| < 1.

The two tails of L make it converge in this range. With x = eᵘ and du = dx/x,

M(k) = ½ ∫₀^∞ xᵏ⁻² ln(1 + x²) dx.

Integrate by parts, using xᵏ⁻¹/(k − 1) as the integral of xᵏ⁻². The boundary terms vanish: near x = 0 they behave as xᵏ⁺¹, and at large x as xᵏ⁻¹ ln x. The derivative of the logarithm is 2x/(1 + x²), so

M(k) = I(k)/(1 − k), I(k) = ∫₀^∞ xᵏ/(1 + x²) dx = ∫ eᵏᵘ/(2 cosh u) du.

For I(k), integrate eᵏᵘ/(2 cosh u) around a rectangle whose lower side is the real axis and whose upper side is the line Im u = π. On the upper side cosh changes sign and the exponential gains the factor exp(iπk). That side is traversed backwards, so it contributes +exp(iπk) I(k). The end sides vanish for |k| < 1. The enclosed pole at u = iπ/2 has residue exp(iπk/2)/(2 sinh(iπ/2)) = exp(iπk/2)/(2i). Therefore

I(k)[1 + exp(iπk)] = π exp(iπk/2), or I(k) = π/[2 cos(πk/2)].

For the convolved line, substitute s = u + v. The double integral factorises, and completing the square gives ∫ N(v)eᵏᵛ dv = exp(k²σ²/2). Hence

∫ g(s)eᵏˢ ds = π exp(k²σ²/2)/[2(1 − k) cos(πk/2)].

The logarithm of such a transform begins with ln(area) + k(mean) + k²(variance)/2, where g divided by its area serves as the weight. Here −ln(1 − k) = k + k²/2 + …, and −ln cos(πk/2) = π²k²/8 + …. Comparing powers of k gives

∫ (Gp/ω) d ln ω = (π/2) q²D,

mean of ln(ωτ₀) = 1,

variance of ln ω = 1 + π²/4 + σ².

Within this model the area gives the trap density whatever the disorder, and the variance gives the disorder whatever the trap density:

σ_ψ = (kT/q) √(variance − 1 − π²/4).

**Width at half height**

The variance is the cleanest measure in theory, but it weighs the distant tails. The width at half height avoids them. It is well defined if g has a single maximum, which follows from concavity of ln g.

Start with L. Put h = ln(1 + e²ᵘ) and p = e²ᵘ/(1 + e²ᵘ). Then h′ = 2p and h″ = 4p(1 − p), so

(ln L)″ = (ln h)″ = (hh″ − h′²)/h² = 4p[h(1 − p) − p]/h².

The bracket is negative when h < p/(1 − p) = e²ᵘ, which is the inequality ln(1 + y) < y for y > 0. So ln L is concave.

For the convolution, integration by parts allows a derivative to be placed on either factor:

g′ = ∫ N′(s − x)L(x) dx = ∫ N(s − x)L′(x) dx, g″ = ∫ N′(s − x)L′(x) dx.

Write gg″ − g′² as a double integral over x and y and symmetrise in the two variables:

gg″ − g′² = ½ ∬ [L(x)L′(y) − L′(x)L(y)] [N(s − x)N′(s − y) − N′(s − x)N(s − y)] dx dy.

For y > x the first bracket is negative, because L′/L decreases. Since N′(w)/N(w) = −w/σ², the second bracket equals N(s − x)N(s − y)(y − x)/σ², which is positive. For y < x both signs reverse. The integrand is negative throughout, so ln g is concave. As g vanishes at both ends, it has one maximum and one half-height point on each side. Their separation W depends on σ alone.

How W grows follows from the Gaussian identity ∂N/∂(σ²) = ½N″, which gives

∂g/∂(σ²) = ½g″.

The potential spread acts on the line as diffusion acts on a concentration profile. Let s_p be the peak and s_h a half-height point, so that g(s_h) = ½g(s_p). Differentiate with respect to σ². The motion of the peak does not contribute, because g′(s_p) = 0:

½g″(s_h) + g′(s_h) ds_h/d(σ²) = ¼g″(s_p),

ds_h/d(σ²) = [½g″(s_p) − g″(s_h)]/[2g′(s_h)].

These rates are finite at σ = 0, so W first grows as σ² and small disorder is hard to resolve. The calculated widths are:

σ = 0: 1.457 decades
σ = 0.5: 1.583 decades
σ = 1: 1.879 decades
σ = 2: 2.661 decades
σ = 4: 4.477 decades

On a grid from σ = 0 to 8 in steps of 0.25, W increased at every step. This supports a unique reading over that range but is not a proof for every σ; for the variance the uniqueness is proved.

**The germanium example**

The capacitor has 10¹⁶ donors per cm³, a mean band bending of 0.15 V and D = 5 × 10¹¹ cm⁻² eV⁻¹. At 200 K, kT/q = 17.235 mV, so

σ = 30/17.235 = 1.741,

n₀ = 10¹⁶ exp(−150/17.235) = 1.66 × 10¹² cm⁻³.

A cross-section of 10⁻¹⁵ cm² and a velocity of 10⁷ cm/s give

τ₀ = 1/(10⁻¹⁵ × 10⁷ × 1.66 × 10¹²) s = 60.2 μs.

The disordered peak lies at ωτ₀ = 2.385, which is a frequency of 2.385/(2π × 60.2 μs) = 6.30 kHz. Its half-height points are at 0.399 and 111 kHz, so W = log₁₀(111.2/0.3992) = 2.44 decades.

With q²D = 0.0801 μF/cm² and a peak factor of 0.2567, the height is 0.0206 μF/cm². Dividing it by the uniform-surface factor 0.4024 would give D = 3.19 × 10¹¹ cm⁻² eV⁻¹, which is 36% too low. The area, (π/2) × 0.0801 = 0.126 μF/cm², needs no such correction.

The variance of the line is 6.497. Subtracting 1 + π²/4 = 3.467 leaves 3.030, whose root is 1.741, or 30.0 mV. If the half-height width is used, an error of 0.05 decade in it shifts the disorder by 1.05 mV, or 3.5%.

## 2. Second derivation: add independent spreads

The symbols carried over are these. D is the trap density per area and energy, f the equilibrium occupancy of a trap, and τ₀ the capture time at the mean surface potential. The local potential offset is v in units of kT/q, with standard deviation σ = qσ_ψ/kT, and s = ln(ωτ₀). The first half found Gp/ω = q²D g(s), with area (π/2)q²D, mean s equal to 1 and variance 1 + π²/4 + σ². It first summed over trap energies and then over patches. The same moments can be obtained without the logarithmic line shape, by following one trap at a time.

**The relaxation of one trap**

Hold the potential fixed and disturb the occupancy of a trap slightly. The disturbance decays at the sum of the capture and emission rates. Detailed balance makes this sum cn₀/f, so the relaxation time is

τ_r = f/(cn₀) = fτ₀e⁻ᵛ.

The static response follows from the Fermi function alone. Raising the potential by δψ lowers the trap energy by qδψ relative to the Fermi level, and the equilibrium occupancy rises by

δf_eq = f(1 − f) qδψ/kT.

Under a slow or fast small signal the occupancy relaxes towards its momentary equilibrium value:

iω δf = (δf_eq − δf)/τ_r, so δf = δf_eq/(1 + iωτ_r).

The part of the trapped charge that lags the potential by a quarter cycle produces the loss. One trap contributes to Gp/ω

(q²/kT) f(1 − f) ωτ_r/(1 + ω²τ_r²).

With U = ln(ωτ_r), the frequency factor is

eᵁ/(1 + e²ᵁ) = 1/(2 cosh U).

This is the Debye loss of a process with a single relaxation time, and it is symmetric in U.

The first derivation has shown that the area of the loss peak gives the trap density and its variance gives the potential disorder, and the second has so far found that a single trap contributes a symmetric Debye loss. It remains to combine these losses over traps and patches to recover the same moments, and to examine the assumptions and limits of the result.
